# Steepest-descent paths depend on the metric; saddle points do not: test program

```python
"""Steepest descent needs a metric: dq/dt = -M(q)^(-1) dV/dq.
Claims tested: for a mass metric the curve is the same in all coordinates,
but it changes with the mass ratio and may even reach another minimum;
stationary points of V and their indices (number of negative Hessian
eigenvalues) do not change.
Model: x1, x2 are displacements of two particles with masses m1, m2,
u = (x1+x2)/sqrt(2), v = (x1-x2)/sqrt(2),
V = U0 (u^2/a^2 - 1)^2 + W0 (v^2/b^2 - 1)^2.
Units inside: eV, angstrom, atomic mass unit (u)."""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh

U0, a, W0, b = 1.0, 1.0, 0.005, 0.2
CENTRE = np.array([2.0, -2.0])      # origin of the polar coordinates
ROOT2 = np.sqrt(2.0)


def uv(x):
    """Collective coordinates; the same map is its own inverse."""
    return np.array([x[0] + x[1], x[0] - x[1]]) / ROOT2


def potential(x, ridge=W0):
    u, v = (x[0] + x[1]) / ROOT2, (x[0] - x[1]) / ROOT2
    return U0 * (u*u/a**2 - 1)**2 + ridge * (v*v/b**2 - 1)**2


def gradient(f, q):
    """Complex-step derivative, free of subtraction error."""
    h = 1e-30
    return np.array([f(np.array([q[0] + 1j*h, q[1]])).imag / h,
                     f(np.array([q[0], q[1] + 1j*h])).imag / h])


def hessian(f, q):
    h = 1e-4
    rows = [(gradient(f, q + h*e) - gradient(f, q - h*e)) / (2*h)
            for e in np.eye(2)]
    return 0.5 * (np.array(rows) + np.array(rows).T)


# A coordinate system is (map to x, map from x, metric).
def cartesian(m1, m2):
    return (lambda q: q, lambda x: x, lambda q: np.diag([m1, m2]))


def mass_weighted(m1, m2):
    s = np.sqrt([m1, m2])
    return (lambda q: q / s, lambda x: x * s, lambda q: np.eye(2))


def from_polar(q):
    return np.array([CENTRE[0] + q[0]*np.cos(q[1]),
                     CENTRE[1] + q[0]*np.sin(q[1])])


def to_polar(x):
    d = x - CENTRE
    return np.array([np.hypot(d[0], d[1]), np.arctan2(d[1], d[0])])


def polar(m1, m2):
    def metric(q):                  # read off from the kinetic energy
        r, c, s = q[0], np.cos(q[1]), np.sin(q[1])
        off = (m2 - m1) * r * s * c
        return np.array([[m1*c*c + m2*s*s, off],
                         [off, r*r*(m1*s*s + m2*c*c)]])
    return (from_polar, to_polar, metric)


polar_without_metric = (from_polar, to_polar, lambda q: np.eye(2))


# Stationary points and indices, searched for in each coordinate system
def stationary_points(system):
    to_x, from_x, _ = system

    def f(q):
        return potential(to_x(q))
    found = {}
    for u in np.linspace(-1.2, 1.2, 7):
        for v in np.linspace(-0.25, 0.25, 7):
            q = from_x(uv([u, v]))
            for _ in range(40):
                g = gradient(f, q)
                if not np.all(np.isfinite(g)) or np.linalg.norm(g) < 1e-13:
                    break
                q = q - np.linalg.solve(hessian(f, q), g)
            if np.linalg.norm(gradient(f, q)) < 1e-10:
                key = tuple(float(z) + 0.0 for z in np.round(uv(to_x(q)), 6))
                found[key] = int(np.sum(
                    np.linalg.eigvalsh(hessian(f, q)) < 0))
    return found


with np.errstate(all="ignore"):
    points_light = stationary_points(mass_weighted(1.0, 1.0))
    points_heavy = stationary_points(mass_weighted(1.0, 2.0))
    points_polar = stationary_points(polar(1.0, 1.0))
assert points_light == points_heavy == points_polar
assert len(points_light) == 9
index_counts = [list(points_light.values()).count(k) for k in range(3)]
assert index_counts == [4, 4, 1]
assert points_light[(0.0, b)] == 1 and points_light[(-a, 0.0)] == 1

# Away from stationary points the index does depend on coordinates
x_slope = uv([0.59, b])
index_cart = int(np.sum(np.linalg.eigvalsh(hessian(potential, x_slope)) < 0))
index_pol = int(np.sum(np.linalg.eigvalsh(hessian(
    lambda q: potential(from_polar(q)), to_polar(x_slope))) < 0))
assert index_cart != index_pol

# Steepest direction: angular scan, formula, and release from rest
masses = np.array([1.0, 2.0])
x_test = np.array([-0.3, -0.1])
g_test = gradient(potential, x_test)
angles = np.linspace(-np.pi, np.pi, 40001)
trial = np.array([np.cos(angles), np.sin(angles)])
trial /= np.sqrt(masses @ trial**2)
best = trial[:, np.argmin(g_test @ trial)]
best /= np.linalg.norm(best)
formula = -g_test / masses
formula /= np.linalg.norm(formula)
newton = solve_ivp(
    lambda t, y: np.r_[y[2:], -gradient(potential, y[:2]) / masses],
    (0, 0.01), np.r_[x_test, 0, 0], rtol=1e-11, atol=1e-14)
release = newton.y[:2, -1] - x_test
release /= np.linalg.norm(release)
euclid = -g_test / np.linalg.norm(g_test)
assert np.linalg.norm(best - formula) < 5e-4       # angular grid spacing
assert np.linalg.norm(release - formula) < 1e-3    # finite release time
turn = np.degrees(np.arccos(np.clip(euclid @ formula, -1, 1)))
assert turn > 1

# Descent paths from the saddle (u, v) = (0, b)
LEVELS = (1e-4, 1e-3, 0.25, 0.5, 0.75)


def descend(system, side, surface=potential, t_end=60.0):
    """Start with a tiny push along u only; no eigenvector is used."""
    to_x, from_x, metric = system

    def f(q):
        return surface(to_x(q))

    def velocity(t, q):
        return -np.linalg.solve(metric(q), gradient(f, q))
    events = [lambda t, q, c=side*level: uv(to_x(q))[0] - c
              for level in LEVELS]
    sol = solve_ivp(velocity, (0, t_end), from_x(uv([side*1e-7, b])),
                    method="DOP853", rtol=1e-11, atol=1e-13, events=events)
    assert sol.success
    times = [t[0] for t in sol.t_events]
    marks = np.array([uv(to_x(y[0])) for y in sol.y_events])
    curve = np.array([uv(to_x(q)) for q in sol.y.T])
    return times, marks, curve


results = {}
for ratio in (1.0, 2.0):
    for side in (-1, 1):
        results[ratio, side] = descend(cartesian(1.0, ratio), side)
ends = {key: value[2][-1] for key, value in results.items()}
expected_ends = {(1.0, -1): (-a, b), (1.0, 1): (a, b),
                 (2.0, -1): (-a, -b), (2.0, 1): (a, b)}
for key, end in ends.items():
    assert np.allclose(end, expected_ends[key], atol=1e-6)
for _, _, curve in results.values():
    energies = np.array([potential(uv(p)) for p in curve])
    assert abs(energies.max() - U0) < 1e-9
    assert np.all(np.diff(energies) < 1e-9)

# Same metric in other coordinates: same curve
v_heavy = results[2.0, -1][1][3, 1]
v_weighted = descend(mass_weighted(1.0, 2.0), -1)[1][3, 1]
v_polar = descend(polar(1.0, 2.0), -1)[1][3, 1]
assert abs(v_weighted - v_heavy) < 1e-6
assert abs(v_polar - v_heavy) < 1e-6
# Unit metric in polar coordinates: another curve
v_light = results[1.0, -1][1][3, 1]
v_naive = descend(polar_without_metric, -1)[1][3, 1]
assert abs(v_naive - v_light) > 0.01
# Common factor on all masses: same curve
v_scaled = descend(cartesian(2.0, 4.0), -1)[1][3, 1]
assert abs(v_scaled - v_heavy) < 1e-6
# Force along u only: straight drift with slope (m2-m1)/(m2+m1)
v_drift = descend(cartesian(1.0, 2.0), -1,
                  lambda x: potential(x, 0.0))[1][3, 1]
drift_slope = (b - v_drift) / 0.5
assert abs(drift_slope - (2.0 - 1.0) / (2.0 + 1.0)) < 1e-5

# Departure from the saddle against H t = lambda M t
H_saddle = hessian(potential, uv([0.0, b]))
departure = {}
for ratio in (1.0, 2.0):
    lam, vec = eigh(H_saddle, np.diag([1.0, ratio]))
    assert lam[0] < 0 < lam[1]
    tangent = uv(vec[:, 0])
    slope = tangent[1] / tangent[0]
    times, marks, _ = results[ratio, -1]
    path_slope = (marks[1, 1] - b) / marks[1, 0]
    growth = np.log(10.0) / (times[1] - times[0])
    assert abs(path_slope - slope) < 1e-3          # finite displacement
    assert abs(growth / -lam[0] - 1) < 2e-3
    omega = np.sqrt(-lam[0] * const.e / const.angstrom**2
                    / const.atomic_mass)
    departure[ratio] = (lam[0], slope, path_slope,
                        const.hbar * omega / const.e)

# Mass ratio at which the path changes its final minimum
low, high = 1.0, 2.0
for _ in range(20):
    middle = 0.5 * (low + high)
    if descend(cartesian(1.0, middle), -1)[2][-1, 1] > 0:
        low = middle
    else:
        high = middle
critical = 0.5 * (low + high)
near_curve = descend(cartesian(1.0, low), -1)[2]
closest = np.min(np.linalg.norm(near_curve - np.array([-a, 0.0]), axis=1))
assert closest < 1e-3
critical_no_ridge = (a + b) / (a - b)
assert critical_no_ridge < critical < 2.0

print(f"U0 = {U0:.3f} eV, W0 = {W0:.3f} eV")
print(f"a = {a:.3f} angstrom, b = {b:.3f} angstrom")
print("masses: light pair 1 u, 1 u; heavy pair 1 u, 2 u")
print("stationary points (same for both mass pairs and in polar):")
for (u, v), index in sorted(points_light.items()):
    print(f"  u={u:5.2f} v={v:5.2f} angstrom, index {index}, "
          f"V={potential(uv([u, v])):.3f} eV")
print("number with index 0, 1, 2:", *index_counts)
print("nonstationary point u=0.59, v=0.20 angstrom:")
print(f"  Hessian index Cartesian {index_cart}, polar {index_pol}")
print(f"test point x1={x_test[0]:.2f}, x2={x_test[1]:.2f} angstrom:")
print(f"  angle between -g and -M^-1 g (1 u, 2 u): {turn:.2f} degrees")
for ratio in (1.0, 2.0):
    lam0, slope, path_slope, quantum = departure[ratio]
    print(f"m2/m1 = {ratio:.0f}, at saddle u=0, v=b:")
    print(f"  lambda = {lam0:.4f} eV/(angstrom^2 u)")
    print(f"  hbar*|omega| of unstable mode = {quantum:.4f} eV")
    print(f"  dv/du eigenvector {slope:.4f}, path {path_slope:.4f}")
    for k in (2, 3, 4):
        print(f"  path at u={-LEVELS[k]:.2f}: "
              f"v={results[ratio, -1][1][k, 1]:.4f} angstrom")
    for side in (-1, 1):
        eu, ev = ends[ratio, side]
        print(f"  branch {side:+d} ends at u={eu:.3f}, v={ev:.3f} angstrom")
print("heavy pair, v at u=-0.50 in angstrom:")
print(f"  mass-weighted {v_weighted:.6f}, polar {v_polar:.6f}")
print(f"  both masses doubled {v_scaled:.6f}")
print(f"light pair, polar without metric: v={v_naive:.4f} angstrom")
print(f"drift slope dv/du with W0=0, heavy pair: {drift_slope:.4f}")
print(f"critical m2/m1 = {critical:.4f}")
print(f"critical m2/m1 neglecting W0 = {critical_no_ridge:.4f}")
print(f"closest approach to second saddle = {closest:.1e} angstrom")
print("tests ok")
```

Output:

```
U0 = 1.000 eV, W0 = 0.005 eV
a = 1.000 angstrom, b = 0.200 angstrom
masses: light pair 1 u, 1 u; heavy pair 1 u, 2 u
stationary points (same for both mass pairs and in polar):
  u=-1.00 v=-0.20 angstrom, index 0, V=0.000 eV
  u=-1.00 v= 0.00 angstrom, index 1, V=0.005 eV
  u=-1.00 v= 0.20 angstrom, index 0, V=0.000 eV
  u= 0.00 v=-0.20 angstrom, index 1, V=1.000 eV
  u= 0.00 v= 0.00 angstrom, index 2, V=1.005 eV
  u= 0.00 v= 0.20 angstrom, index 1, V=1.000 eV
  u= 1.00 v=-0.20 angstrom, index 0, V=0.000 eV
  u= 1.00 v= 0.00 angstrom, index 1, V=0.005 eV
  u= 1.00 v= 0.20 angstrom, index 0, V=0.000 eV
number with index 0, 1, 2: 4 4 1
nonstationary point u=0.59, v=0.20 angstrom:
  Hessian index Cartesian 0, polar 1
test point x1=-0.30, x2=-0.10 angstrom:
  angle between -g and -M^-1 g (1 u, 2 u): 18.02 degrees
m2/m1 = 1, at saddle u=0, v=b:
  lambda = -4.0000 eV/(angstrom^2 u)
  hbar*|omega| of unstable mode = 0.1293 eV
  dv/du eigenvector 0.0000, path -0.0000
  path at u=-0.25: v=0.2000 angstrom
  path at u=-0.50: v=0.2000 angstrom
  path at u=-0.75: v=0.2000 angstrom
  branch -1 ends at u=-1.000, v=0.200 angstrom
  branch +1 ends at u=1.000, v=0.200 angstrom
m2/m1 = 2, at saddle u=0, v=b:
  lambda = -2.9321 eV/(angstrom^2 u)
  hbar*|omega| of unstable mode = 0.1107 eV
  dv/du eigenvector 0.2716, path 0.2716
  path at u=-0.25: v=0.1288 angstrom
  path at u=-0.50: v=0.0518 angstrom
  path at u=-0.75: v=-0.0309 angstrom
  branch -1 ends at u=-1.000, v=-0.200 angstrom
  branch +1 ends at u=1.000, v=0.200 angstrom
heavy pair, v at u=-0.50 in angstrom:
  mass-weighted 0.051753, polar 0.051753
  both masses doubled 0.051753
light pair, polar without metric: v=0.2399 angstrom
drift slope dv/du with W0=0, heavy pair: 0.3333
critical m2/m1 = 1.5820
critical m2/m1 neglecting W0 = 1.5000
closest approach to second saddle = 6.3e-07 angstrom
tests ok
```
